# Jacobi Rotations for Self-Consistent FLOSIC at Fixed Descriptors

## Result

Take one spin channel with $N$ real occupied Fermi-Löwdin orbitals (FLOs) $\phi_i$, virtual orbitals $\chi_a$ completing a finite orthonormal basis of size $n$, and fixed descriptors $\mathbf a_i$. Units are hartree atomic units. Each FLO has its own operator $H_i$. With $H_i$ frozen, the rotation $\phi_i'=c\,\phi_i+s\,\chi_a$, $\chi_a'=-s\,\phi_i+c\,\chi_a$ ($c=\cos\theta$, $s=\sin\theta$) with

$$\theta=\tfrac12\,\mathrm{atan2}(-2h,\Delta),\qquad h=\langle\chi_a|H_i|\phi_i\rangle,\qquad \Delta=\langle\chi_a|H_i|\chi_a\rangle-\langle\phi_i|H_i|\phi_i\rangle$$

zeroes the coupling $h$ and minimises $\langle\phi_i|H_i|\phi_i\rangle$ in the plane of the pair. Sweeping over all pairs and rebuilding the FLOs and the $H_i$ leads, when it converges, to $h_{ai}=0$ for all pairs (scheme A). That point is self-consistent, but it is in general not a stationary point of the energy at fixed descriptors. The true slope is $2(h_{ak}+r_{ak})$, where $r$ is linear in the antisymmetric part of $\lambda_{ji}=\langle\phi_j|H_i|\phi_i\rangle$. The same rotation applied to $H_k$ plus a rank-two term solves $h+r=0$ (scheme B).

## Energy, operators and orbitals

The Perdew-Zunger energy is $E=E_{KS}-\sum_i\left(U[\rho_i]+E_{xc}[\rho_i,0]\right)$ with $\rho_i=\phi_i^2$, and the sum runs over both spins. Vary the orbitals of one spin as independent functions. The Kohn-Sham part gives $\delta E_{KS}=2\sum_i\langle\delta\phi_i|H_{KS}|\phi_i\rangle$, the factor 2 coming from the two real orbitals in each quadratic expression. The correction gives $-\int v_i\,\delta\rho_i=-2\langle\delta\phi_i|v_i|\phi_i\rangle$ with $v_i=v_H[\rho_i]+v_{xc}[\rho_i,0]$. Hence

$$\delta E=2\sum_i\langle\delta\phi_i|H_i|\phi_i\rangle,\qquad H_i=H_{KS}-v_i. \tag{1}$$

For $\delta\phi_i=\sum_a\kappa_{ai}\chi_a$, which keeps orthonormality to first order, this is $2\sum\kappa_{ai}h_{ai}$. In a closed shell with equal descriptors for both spins, moving both spins together doubles every derivative below.

FLOSIC does not leave the orbitals free. Let $\psi_j$ be any orthonormal basis of the occupied space, $P(\mathbf r,\mathbf r')=\sum_j\psi_j(\mathbf r)\psi_j(\mathbf r')$ and $\rho(\mathbf r)=P(\mathbf r,\mathbf r)$, the density of this spin. The Fermi orbitals are

$$F_i(\mathbf r)=\frac{P(\mathbf r,\mathbf a_i)}{\sqrt{\rho(\mathbf a_i)}}=\sum_j\psi_j(\mathbf r)T_{ji},\qquad T_{ji}=\frac{\psi_j(\mathbf a_i)}{\sqrt{\rho(\mathbf a_i)}}.$$

Their overlap is $S=T^{T}T$, with $S_{ii}=\sum_j\psi_j(\mathbf a_i)^2/\rho(\mathbf a_i)=1$. For nonsingular $S$ the FLOs are $\phi=FS^{-1/2}=\psi\,\mathcal U$ with $\mathcal U=T(T^TT)^{-1/2}$. This matrix is orthogonal, since $\mathcal U^T\mathcal U=S^{-1/2}SS^{-1/2}=1$, and $T=\mathcal U S^{1/2}$ is the polar decomposition of $T$. Because $F$ is built from $P$, the FLOs depend on the occupied space and the descriptors, and not on the choice of $\psi$. Choosing $\psi=\phi$ forces $\mathcal U=1$, so in the FLO basis $T=S^{1/2}$ is symmetric and positive definite. From here on $T$ means this matrix.

## The rotation angle

Freeze $H_i$ and write $H_{ii}=\lambda_{ii}$, $H_{aa}=\langle\chi_a|H_i|\chi_a\rangle$. Both diagonal elements are taken with the operator of the occupied orbital. Expanding the rotated coupling term by term,

$$h(\theta)=\langle -s\phi_i+c\chi_a|H_i|c\phi_i+s\chi_a\rangle=-sc\,H_{ii}-s^2h+c^2h+sc\,H_{aa}=h\cos2\theta+\tfrac{\Delta}{2}\sin2\theta,$$

using $c^2-s^2=\cos2\theta$ and $2sc=\sin2\theta$. The rotated diagonal element, with $c^2=(1+\cos2\theta)/2$ and $s^2=(1-\cos2\theta)/2$, is

$$e(\theta)=c^2H_{ii}+2sc\,h+s^2H_{aa}=\bar e-\tfrac{\Delta}{2}\cos2\theta+h\sin2\theta,\qquad \bar e=\tfrac12(H_{ii}+H_{aa}).$$

Differentiating, $de/d\theta=\Delta\sin2\theta+2h\cos2\theta=2h(\theta)$, so zeros of the coupling are the stationary points of $e$. The condition $h(\theta)=0$ reads $\tan2\theta=-2h/\Delta$. With $R=\sqrt{\Delta^2+4h^2}$ it has the two solutions $(\cos2\theta,\sin2\theta)=\pm(\Delta,-2h)/R$, whose angles $\theta$ differ by $\pi/2$. Inserting them gives $e=\bar e\mp(\Delta^2/2+2h^2)/R=\bar e\mp R/2$, the lower and upper eigenvalue of the $2\times2$ block. The upper sign is the minimum and is what atan2 selects. Since $H_{ii}=\bar e-\Delta/2$, the diagonal element drops by

$$H_{ii}-e_{\min}=\frac{R-\Delta}{2}=\frac{2h^2}{R+\Delta},\qquad \tan\theta=\frac{\sin2\theta}{1+\cos2\theta}=\frac{-2h}{\Delta+R}, \tag{2}$$

where the second form of the drop uses $(R-\Delta)(R+\Delta)=4h^2$.

For $\Delta\gg|h|$, $\theta\approx-h/\Delta$ and the drop is $h^2/\Delta$, the first-order mixing coefficient and the second-order energy shift of perturbation theory. For $\Delta>0$, $\cos 2\theta>0$ and $|\theta|<\pi/4$. For $\Delta<0$, $|\theta|>\pi/4$ and the rotated occupied orbital has more than half its weight on $\chi_a$. A plain $\tfrac12\arctan(-2h/\Delta)$ always has $\cos2\theta>0$, so for $\Delta<0$ it zeroes the coupling at the maximum of $e$.

## Sweeps at frozen operators

A rotation of the pair $(i,a)$ refills other couplings. By linearity,

$$h'_{aj}=\langle\chi_a'|H_j|\phi_j\rangle=c\,h_{aj}-s\,\lambda_{ij}\ (j\ne i),\qquad h'_{bi}=\langle\chi_b|H_i|\phi_i'\rangle=c\,h_{bi}+s\,\langle\chi_b|H_i|\chi_a\rangle\ (b\ne a). \tag{3}$$

The orbital $\phi_j$ is not required to be an eigenvector of $H_j$, so $\lambda_{ij}$ need not be small. For small angles (3) makes a sweep a Gauss-Seidel pass on $h_{ai}+\sum_b\langle\chi_a|H_i|\chi_b\rangle\kappa_{bi}-\sum_j\kappa_{aj}\lambda_{ji}=0$.

Convergence follows from the surrogate $L=\sum_i\langle\phi_i|H_i|\phi_i\rangle$. A rotation of $(i,a)$ changes the term $i$ alone, and lowers it by (2). Because $\Delta\le R$, the drop obeys $2h^2/(R+\Delta)\ge h^2/R$. The number $R$ is the eigenvalue difference of $H_i$ restricted to a plane, and both eigenvalues are expectation values of $H_i$ in unit vectors, so $R\le w_i$, the spectral width of $H_i$ in the basis. Each drop is thus at least $h^2/w_i$. $L$ is bounded below by the sum of the lowest eigenvalues of the $H_i$, so the drops are summable and the coupling met at each visit tends to zero. If in addition $\Delta\ge\Delta_0>0$ for all pairs, then $|\tan\theta|\le|h|/\Delta_0\to0$ by (2), the refills (3) within one sweep tend to zero, and all couplings at the end of a sweep tend to zero. The drop exceeds the bound $h^2/w_i$ by the factor $2w_i/(R+\Delta)$, which is close to 1 for the core orbital in the water example below and large for pairs with $R\ll w_i$.

If all $H_i$ equal one operator $H$, then $L=\mathrm{tr}(PH)$ and $h_{ai}=0$ states that the occupied space is invariant under $H$; the minimum of $L$ is the span of the $N$ lowest eigenvectors. For distinct $H_i$, $L$ is not the energy. It shares with (1) the slope $2h_{ai}$ at the point where the operators were built.

## The slope that scheme A omits

Change the occupied space by $\tilde\phi_k=\phi_k+\sum_a\kappa_{ak}\chi_a$ and keep first order. The $\tilde\phi_k$ are an orthonormal basis of the new space but are not its FLOs. Define $X_{ai}=\chi_a(\mathbf a_i)/\sqrt{\rho(\mathbf a_i)}$. The numerator of $T_{ji}$ changes by $\sum_a\kappa_{aj}\chi_a(\mathbf a_i)$, which contributes $(\kappa^TX)_{ji}$. The density changes by $\delta\rho(\mathbf a_i)=2\sum_k\phi_k\delta\phi_k=2\rho(\mathbf a_i)\sum_kT_{ki}(\kappa^TX)_{ki}$, and $\delta\rho^{-1/2}=-\tfrac12\rho^{-1/2}\,\delta\rho/\rho$. Together,

$$\delta T_{ji}=(\kappa^TX)_{ji}-T_{ji}\sum_kT_{ki}(\kappa^TX)_{ki}. \tag{4}$$

Write the new polar decomposition as $T+\delta T=(1+\Omega)(T+\delta B)$, with $\Omega$ antisymmetric (the first-order part of an orthogonal matrix) and $\delta B$ symmetric. Then $\delta T=\Omega T+\delta B$ and $\delta T^T=-T\Omega+\delta B$. Subtracting removes $\delta B$:

$$T\Omega+\Omega T=\delta T-\delta T^T. \tag{5}$$

In the eigenbasis of $T$, with eigenvalues $t_m>0$, the solution is $\Omega_{mn}=(\delta T-\delta T^T)_{mn}/(t_m+t_n)$, unique and antisymmetric. The new FLOs are $\tilde\phi(1+\Omega)$, so $\delta\phi_i=\sum_a\kappa_{ai}\chi_a+\sum_j\phi_j\Omega_{ji}$, and (1) gives

$$\delta E=2\sum_{ai}\kappa_{ai}h_{ai}+2\sum_{ji}\Omega_{ji}\lambda_{ji}.$$

With $\langle M,M'\rangle=\sum_{ji}M_{ji}M'_{ji}$, an antisymmetric $\Omega$ is orthogonal to every symmetric matrix, so the second term is $2\langle\Omega,A\rangle$ with $A=(\lambda-\lambda^T)/2$. The symmetric $H_{KS}$ cancels from it: $A_{ji}=\tfrac12\langle\phi_j|v_j-v_i|\phi_i\rangle$.

To avoid solving (5) for each direction, solve once $TZ+ZT=A$, which by the same eigenbasis formula gives an antisymmetric $Z$. For symmetric $T$, $\langle\Omega,TZ\rangle=\langle T\Omega,Z\rangle$ and $\langle\Omega,ZT\rangle=\langle\Omega T,Z\rangle$. Therefore

$$\langle\Omega,A\rangle=\langle T\Omega+\Omega T,Z\rangle=\langle\delta T-\delta T^T,Z\rangle=2\langle\delta T,Z\rangle,$$

the last step because $\langle\delta T^T,Z\rangle=\langle\delta T,Z^T\rangle=-\langle\delta T,Z\rangle$. Insert (4) and set $d_i=\sum_jT_{ji}Z_{ji}$:

$$\langle\delta T,Z\rangle=\sum_{ki}(\kappa^TX)_{ki}\,W_{ki},\qquad W_{ki}=Z_{ki}-T_{ki}d_i.$$

The extra term in $\delta E$ is $4\sum_{aki}\kappa_{ak}X_{ai}W_{ki}$, and so

$$\frac{\partial E}{\partial\kappa_{ak}}=2(h_{ak}+r_{ak}),\qquad r_{ak}=2\sum_iX_{ai}W_{ki}. \tag{6}$$

Changing the occupied space changes the orbital values at the descriptors, this turns the FLOs among themselves, and the turn changes the energy at first order by $2\langle\Omega,A\rangle=2\sum_{ak}\kappa_{ak}r_{ak}$. This is zero for every direction when $\lambda$ is symmetric; otherwise it is zero only for directions orthogonal to $r$, along which the FLOs can still turn.

*When $r$ vanishes.* If $A=0$, the Pederson localisation condition, then $Z=0$, $W=0$ and $r=0$. Conversely, suppose $X$ has rank $N$, which needs at least $N$ virtuals. Then $XW^T=0$ forces $W=0$, that is $Z_{ki}=T_{ki}d_i$. The diagonal gives $0=T_{ii}d_i$, and $T_{ii}>0$ gives $d=0$, then $Z=0$ and $A=0$. Under this rank condition schemes A and B share a solution if and only if $\lambda$ is symmetric there.

*One orbital per spin.* For $N=1$, $A=0$ and scheme A is variational. In a two-electron singlet with exchange-only LDA, $E_x[\rho_1,\rho_1]=2E_x[\rho_1,0]$ cancels against the correction, and $U[2\rho_1]-2U[\rho_1]=2U[\rho_1]$ is the restricted Hartree-Fock repulsion. For H$_2$ at 1.4 bohr in cc-pVDZ the Jacobi iteration and restricted Hartree-Fock both give $-1.1287094$ Ha.

*Two orbitals.* $S_{11}=S_{22}=1$ makes $T_{11}=T_{22}=\tau$, $T_{12}=\sigma$, $\tau^2+\sigma^2=1$. With $A_{12}=\alpha$, the equation for $Z$ has off-diagonal element $2\tau Z_{12}=\alpha$, so $Z_{12}=z=\alpha/2\tau=-Z_{21}$. Then $d_1=-\sigma z$, $d_2=\sigma z$, $W_{11}=\tau\sigma z$, $W_{12}=z-\sigma^2z=\tau^2z$, $W_{21}=-\tau^2z$, $W_{22}=-\tau\sigma z$, and (6) gives $r_{a1}=\alpha(\sigma X_{a1}+\tau X_{a2})$, $r_{a2}=-\alpha(\tau X_{a1}+\sigma X_{a2})$.

*Descriptor derivative.* Moving $\mathbf a_i$ at fixed $P$ changes column $i$ of $T$ as in (4), with $(\kappa^TX)_{ki}$ replaced by $\nabla\phi_k(\mathbf a_i)\cdot\delta\mathbf a_i/\sqrt{\rho(\mathbf a_i)}$, and the only energy change is through $\Omega$. Hence $\partial E/\partial\mathbf a_i=4\sum_kW_{ki}\nabla\phi_k(\mathbf a_i)/\sqrt{\rho(\mathbf a_i)}$ per spin. The total derivative of the converged energy adds $2\sum(h+r)_{ak}\,d\kappa_{ak}/d\mathbf a_i$. That term is zero in scheme B and equals $2\sum r\,d\kappa/d\mathbf a_i$ in scheme A.

## Scheme B

Let $q_k=\sum_ar_{ak}\chi_a$ and $\tilde H_k=H_k+|q_k\rangle\langle\phi_k|+|\phi_k\rangle\langle q_k|$, with $q_k$ and $\phi_k$ frozen at the start of the sweeps. Since $\langle\chi_a|q_k\rangle=r_{ak}$, $\langle\chi_a|\phi_k\rangle=0$ and $\langle q_k|\phi_k\rangle=0$, at that point $\langle\chi_a|\tilde H_k|\phi_k\rangle=h_{ak}+r_{ak}$ while both diagonal elements, and so $\Delta$, are unchanged. $\tilde H_k$ is symmetric, so the angle, the refill and the convergence argument carry over. With $\Delta>0$ no rotation occurs if and only if $h+r=0$.

## Pseudocode

Vectors are columns in the Löwdin-orthonormalised atomic basis, and $b_i$ holds the basis function values at $\mathbf a_i$ divided by $\sqrt{\rho(\mathbf a_i)}$.

```
Y <- occupied Kohn-Sham vectors
repeat
  P <- Y Y^T;  F_i <- P b_i;  phi <- F (F^T F)^(-1/2)
  build H_i;  lam_ji <- phi_j . H_i phi_i
  T_ji <- phi_j . b_i;  solve T Z + Z T = (lam - lam^T)/2
  W <- Z - T diag(d);  r_k <- 2 sum_i W_ki b_i  (A: r_k <- 0)
  G_k <- (1 - P)(H_k phi_k + r_k);  stop if max|G| < tol
  Pulay: c minimises |sum c G|, sum c = 1
  H, r, phi <- sum c (...);  phi <- Loewdin(phi)
  V <- complement of phi, diagonalising mean_i H_i
  q_k <- V V^T r_k;  H_k += q_k phi_k^T + phi_k q_k^T
  repeat sweeps over i, a
    h <- v_a.H_i phi_i;  D <- v_a.H_i v_a - phi_i.H_i phi_i
    t <- atan2(-2h, D)/2
    phi_i, v_a <- c phi_i + s v_a,  c v_a - s phi_i
  until max|V^T H_i phi_i| < 1e-3 max|G|
  Y <- phi
```

The positive definite $T$ fixes the sign and label of each FLO, so residuals from different cycles can be combined. The orbitals are extrapolated along with the operators to keep their orientation consistent with them. With the $H_i$ held frozen, as in the sweeps (rebuilding them would add the change of $v_i$), an occupied turn $\Omega$ changes $h_{ai}$ to first order by $\sum_j\Omega_{ji}\langle\chi_a|H_i|\phi_j\rangle$, and $\langle\chi_a|H_i|\phi_j\rangle=h_{aj}+\langle\chi_a|v_j-v_i|\phi_j\rangle$ need not vanish at convergence, so a mismatched starting orientation is a first-order error in the update. The mismatch vanishes at the fixed point, so it can affect whether and how fast the loop converges, but not the condition a solution satisfies; extrapolating the orbitals is a choice, not a requirement. Rotating the virtuals among themselves leaves $P$ and $E$ unchanged; diagonalising the mean operator is meant to shrink the second refill in (3).

## Cost

Each cycle needs $N+1$ Coulomb and exchange-correlation matrices per spin. For LDA on $N_g$ dense grid points that is of order $NN_gn^2$, plus $Nn^4$ with stored integrals, and $Nn^2$ memory per Pulay entry. A rotation needs $H_i\chi_a$, one matrix-vector product of cost $n^2$; $H_i\phi_i$ can be updated as $cH_i\phi_i+sH_i\chi_a$. A sweep costs $N(n-N)n^2$. The response adds $N^3$ for $Z$ and $nN^2$ for $r$, which is below both.

## Worked example: water

The level is spin-restricted LDA (Slater exchange, PW92 correlation) in the 6-31G basis: $n=13$, $N=5$, 8 virtuals, and a pruned atom-centred grid of 40 radial and up to 110 angular points per atom, 9788 in all. The geometry is a chosen input, not optimised: $R_{OH}=1.8$ bohr and $105^\circ$. The unoptimised descriptors sit on the O nucleus (1), on the bonds 1.0 bohr from O (2, 3), and 0.7 bohr from O, $110^\circ$ apart, in the plane that bisects the HOH angle on the side away from H (4, 5). Slopes are central differences of the energy with step $10^{-4}$, both spins moving.

On the LDA density the largest coupling joins the core FLO $i=1$ to the highest virtual $a=8$: $\lambda_{ii}=-20.069573$, $H_{aa}=0.741095$, $h=-0.103357$ Ha. Then $\Delta=20.810668$ Ha, $R=20.811694$ Ha, and (2) gives $\tan\theta=0.206714/41.622362$, $\theta=0.004966$ rad, and a drop $(20.811694-20.810668)/2=0.000513$ Ha.

The first refill in (3) is large relative to the element it changes; the second is about 1% of it. The element between the core FLO and lone pair $j=5$ is $\lambda_{ij}=-1.889808$ Ha, so $h_{aj}$ goes from $-0.001371$ to $0.999988(-0.001371)+0.004966(1.889808)=0.008014$ Ha, changing sign and growing about sixfold. For $b=1$, $h_{bi}$ goes from $0.05281$ to $0.05281+0.004966(0.095859)=0.05329$ Ha. The frozen problem takes 19 sweeps to reach $10^{-9}$ Ha. Rebuilding FLOs and operators after the single rotation revives the zeroed element to $0.000964$ Ha, about 1% of its starting size.

For this pair $r_{ai}=-0.030398$ Ha. The closed-shell slope from (6) is $4(-0.103357-0.030398)=-0.53502$ Ha/rad, and the finite difference with FLOs rebuilt is $-0.535018$; $4h$ alone is $-0.41343$, short by 23% of the true slope. At a point displaced by a random $\kappa$ of norm 0.2 and along a random unit direction, the slope is $-0.615479$ Ha/rad with the orbitals merely re-orthonormalised and $-0.597231$ with FLOs rebuilt; the difference $0.018248$ equals $4\kappa\cdot r$.

With the outer tolerance $10^{-8}$ Ha and eight Pulay entries, and norms taken over all pairs:

| point | $E$ (Ha) | $\lVert h\rVert$ | $\lVert h+r\rVert$ | $\max\lvert A\rvert$ |
|---|---|---|---|---|
| LDA density | $-76.575183$ | $0.147$ | $0.189$ | $0.0364$ |
| A, 7 cycles | $-76.581188$ | $10^{-8}$ | $0.0459$ | $0.0342$ |
| B, 6 more | $-76.581504$ | $0.0451$ | $2\times10^{-8}$ | $0.0335$ |

The uncorrected LDA energy is $-75.814605$ Ha. Scheme A lowers the FLOSIC energy by $0.006004$ Ha ($0.163$ eV). The first frozen problem lowered $L$ by $0.003402$ Ha per spin, or $0.006804$ Ha for both, which overstates the gain by 13% of the true value; $L$ contains neither the response of the potentials nor $r$, and the two were not separated. At A the energy still has the slope $4\lVert r\rVert=0.1835$ Ha/rad along $r$, and the finite difference gives the same value. The smallest singular value of $X$ is $0.0797$, so the rank condition holds and the nonzero $A$ implies a nonzero $r$. Scheme B gains a further $0.000317$ Ha ($0.0086$ eV), and BFGS minimisation of $E$ over $Y=\phi+V\kappa$, started from a random displacement of A, ends at the same $-76.581504$ Ha. B does not symmetrise $\lambda$; it balances $h$ against $r$.

The gain is small for so large a slope. Expanding $e(\theta)\approx H_{ii}+2g\theta+\Delta\theta^2$ with $g=h+r$ and doubling for spin gives the frozen-operator estimate $2g^2/\Delta$ per pair. Setting $2(0.0459)^2/\Delta_{\rm eff}=0.000317$ gives $\Delta_{\rm eff}\approx13$ Ha, far above the smallest $\Delta$ at A, $0.617$ Ha. The reason is where $r$ sits: about 95% of $\lVert r\rVert^2$ belongs to the core FLO, whose pairs have $\Delta$ near 20 Ha, and the curvature of $E$ along $r$ corresponds to $\Delta\approx20.8$ Ha against $20.2$ Ha for frozen operators, so the response adds little along that direction. The value 13 Ha is an average of harmonic type: summing $2r_{ai}^2/\Delta_{ai}$ over pairs gives $0.00037$ Ha, of which the core pairs supply about half and the much softer lone-pair pairs most of the rest.

The highest eigenvalue of $(\lambda+\lambda^T)/2$ is $-0.5261$ Ha in both schemes, against the LDA level $-0.2304$ Ha. On a finer grid (60 radial, up to 194 angular, 23798 points) with the orbitals held fixed, $E_A$ moves to $-76.580953$ Ha, a shift of $0.0002$ Ha, while $E_A-E_B$ becomes $0.000315$ Ha. Total energies are therefore good to about three decimals with respect to the grid and the difference to two figures, all within a small basis. At A, $\partial E/\partial\mathbf a_4=(-0.070,0,0.051)$ Ha/bohr, nearly opposite to the direction $(0.82,0,-0.57)$ from O to that descriptor: at fixed density the energy falls if it moves outward. None of these values is converged in the basis. With the same geometry, descriptors and grid, cc-pVDZ and aug-cc-pVDZ give $E_A-E_B=0.00048$ and $0.00049$ Ha, about 50% more than in 6-31G, a highest eigenvalue of $-0.519$ and $-0.537$ Ha, and $\partial E/\partial\mathbf a_4\approx(-0.067,0,0.05)$ Ha/bohr.

## Stability and failure modes

- **Outer loop.** The monotone argument covers frozen operators. No decrease of $E$ per cycle has been shown, and the convergence above is an observation for one molecule with Pulay extrapolation; the bare loop of sweeping and rebuilding, without extrapolation, can diverge, and for the water example it does so in both schemes. A converged B is stationary within the equal-spin space; whether it is a minimum is a separate question.
- **Small or negative $\Delta$.** When $\Delta$ is small compared with $|h|$, or negative, the angle approaches or exceeds $\pi/4$, the new density is far from the one that built $H_i$, and the end-of-sweep argument lapses. A pair with $h=0$ and $\Delta<0$ is swapped outright. Evaluate the drop as $2h^2/(R+\Delta)$ for $\Delta>0$ and as $(R-\Delta)/2$ otherwise to avoid cancellation.
- **Singular $T$.** The denominators $t_m+t_n$ with $m\ne n$ can make $\Omega$ and $Z$ large when two eigenvalues are small, unless the matching numerators shrink with them; when the small eigenvalues come from descriptors moving together, $\Omega$ can stay of order one. If one eigenvalue of a symmetric $T$ passes through zero with eigenvector $u$, the polar factor jumps from $1$ to $1-2uu^T$ and the FLOs change discontinuously. A descriptor where $\rho$ is tiny can inflate $X$.
- **Descriptor optimisation on A.** The formula for $\partial E/\partial\mathbf a_i$ is not the total derivative of $E_A$ while $r\ne0$.
- **Basis dependence of B.** The term $r$ samples virtuals at points. A bump $\epsilon\,e^{-r^2/2w^2}$ at a descriptor changes the value there by $\epsilon$ at kinetic cost $\tfrac12\epsilon^2\,4\pi w^{-4}\int_0^\infty r^4e^{-r^2/w^2}dr=2\pi\epsilon^2w^{-4}\cdot\tfrac38\sqrt\pi\,w^5=\tfrac34\pi^{3/2}w\,\epsilon^2$, which for $\epsilon=1$ is $0.418$ Ha at $w=0.1$ bohr and $0.0418$ Ha at $w=0.01$ bohr. The cost vanishes with $w$, while the $r$ part of the first-order gain in (6) depends on the point value $\epsilon$ alone as $w\to0$ (the $h$ part, and the overlap of the bump with the occupied orbitals that must be projected out, are integrals over the bump and vanish with $w$). Kinetic energy thus does not restrain point values, and tight functions at the descriptors open directions that lower $E_B$. For the water example, adding one such function at each of the four valence descriptors raises $E_A-E_B$ from $0.0003$ Ha to $0.009$ Ha for $w=0.1$ bohr and to $0.014$ Ha for $w=0.03$ bohr, while $E_A$ moves by less than $0.0005$ Ha; the Perdew-Zunger minimum over free real orbital rotations in 6-31G lies $0.016$ Ha below A. The small gap in the table is thus a property of the basis. It is a conjecture, consistent with these numbers, that in a complete basis the infimum approaches that Perdew-Zunger minimum. The condition $h=0$ of scheme A contains no such point-value term, though its FLOs still depend on the values at the descriptors.

All numerical values are calculated from the stated model.
